Open-Short De-embedding and the Error of the Wrong Order

A model transistor has a gate charging resistance of 1.00 Ω. Its pads and leads are removed in the wrong order at 10 GHz, and the recovered resistance is 0.53 Ω. The same data give the transconductance to within 1.5 %. Pad and lead values are correct, so the fault lies in the order of subtraction alone. This note gives the right scheme, derives the error of the wrong one, and shows why some parameters suffer so much more than others.

**Circuit and conventions**

The time factor is exp(+jωt), and all matrices are 2×2, with port 1 at the gate and port 2 at the drain. Currents flow into the ports. The transistor has admittance matrix Y, with its source terminal as reference. It sits behind series leads with impedances Z1 (gate), Z2 (drain) and Z3 (common source), where Zi = Ri + jωLi. Outside the leads lie the pads: C1 and C2 to ground, and C3 between the ports.

The source lead carries the sum of both port currents, so its voltage appears at both ports. The lead and pad matrices are

S = [[Z1+Z3, Z3], [Z3, Z2+Z3]]

P = jω [[C1+C3, −C3], [−C3, C2+C3]].

Both are symmetric. Y is not, because the transistor amplifies in one direction.

Three structures are measured: the device (M), an open dummy without the transistor (O), and a short dummy (Sh) in which gate, drain and source are joined at the inner plane. The dummies are assumed ideal and to have the same pads and leads as the device.

**The correct scheme**

The analyser gives a scattering matrix s, with outgoing waves b = s a. With equal reference impedance Z0 at both ports, V = a + b = (1+s)a and Z0 I = a − b = (1−s)a. Eliminating a gives

Y_meas = (1/Z0)(1−s)(1+s)⁻¹.

Leads in series with the transistor add impedances, and pads in parallel with the result add admittances:

Y_M = P + (S + Y⁻¹)⁻¹.

In the open no current flows through the leads. In the short the inner impedance is zero. Hence

Y_O = P,  Y_Sh = P + S⁻¹.

Define A = Y_M − Y_O and B = Y_Sh − Y_O. Then A⁻¹ = S + Y⁻¹ and B⁻¹ = S, so

Y = (A⁻¹ − B⁻¹)⁻¹.

The pads are removed first because they are the outermost elements. Since A⁻¹ − B⁻¹ = B⁻¹(B−A)A⁻¹, inversion gives a form with a single inverse:

Y = A (B−A)⁻¹ B = (Y_M − Y_O)(Y_Sh − Y_M)⁻¹(Y_Sh − Y_O).

This form also accepts a device that is nearly open. There A is nearly singular, and A⁻¹ should not be computed.

**Transistor parameters**

The model has Cgs in series with Ri between gate and source, Cgd between gate and drain, and gds parallel to Cds at the output. A current source gm exp(−jωτ) is controlled by the voltage on Cgs, which is the gate-source voltage divided by 1 + jωRiCgs:

Y11 = jωCgs/(1+jωRiCgs) + jωCgd
Y12 = −jωCgd
Y21 = gm exp(−jωτ)/(1+jωRiCgs) − jωCgd
Y22 = gds + jω(Cds+Cgd).

In the sum Ygs = Y11 + Y12 the feedback capacitance cancels, which leaves 1/Ygs = Ri + 1/(jωCgs). The other combinations follow in the same way.

**Pseudocode**

for each frequency f:
  w = 2πf
  convert s_M, s_O, s_Sh to YM, YO, YSh
  Y = (YM−YO) · inverse(YSh−YM) · (YSh−YO)
  z = 1/(Y11+Y12)
  Ri = Re z;  Cgs = −1/(w Im z)
  Cgd = −Im(Y12)/w
  g = (Y21−Y12)(1 + j w Ri Cgs)
  gm = |g|;  tau = −arg(g)/w
  gds = Re(Y22+Y12);  Cds = Im(Y22+Y12)/w

The phase of g must be unwrapped if ωτ can exceed π. The cost is four 2×2 inversions and a few products per frequency, so time and storage grow linearly with the number of frequencies.

**Two ways to get the order wrong**

The first is a swapped subtraction. The correct P and S are found from the dummies, but S is removed first:

Y_a = (Y_M⁻¹ − S)⁻¹ − P.

The second is the short-open scheme, which treats the raw short as the series impedance and corrects the open with it:

Y_b = (Y_M⁻¹ − Y_Sh⁻¹)⁻¹ − (Y_O⁻¹ − Y_Sh⁻¹)⁻¹.

Short-open is right for the opposite layout, with pads inside the leads. There Y_M⁻¹ = S + (P+Y)⁻¹, Y_O⁻¹ = S + P⁻¹ and Y_Sh⁻¹ = S, so the two terms are P + Y and P. The question here is what it does when the pads are outside.

**Error of short-open**

Write Z = Y⁻¹. The difference between short and device is

Y_Sh − Y_M = S⁻¹ − (S+Z)⁻¹ = S⁻¹[(S+Z) − S](S+Z)⁻¹ = S⁻¹ Z (S+Z)⁻¹.

As before, Y_M⁻¹ − Y_Sh⁻¹ = Y_Sh⁻¹(Y_Sh − Y_M)Y_M⁻¹. The first term of Y_b is therefore

Y_M (Y_Sh−Y_M)⁻¹ Y_Sh
= [P + (S+Z)⁻¹](S+Z) Y S [P + S⁻¹]
= [PS + PZ + 1] Y (1+SP)
= (1+PS) Y (1+SP) + P(1+SP),

where PZY = P was used. For the open, Y_Sh − Y_O = S⁻¹, and the second term is Y_O S Y_Sh = P(1+SP). It cancels the last piece. Since P and S are symmetric, 1+SP is the transpose of 1+PS, and

Y_b = K Y Kᵀ,  K = 1 + PS.

No approximation has been made within this circuit. The wrong order multiplies the transistor matrix from both sides and adds no separate term. An open device, Y = 0, is still returned as zero, so feeding the open dummy back into the scheme cannot reveal the mistake.

**Error of the swapped subtraction**

Let Q = 1 + YS. Because S + Y⁻¹ = Y⁻¹Q, the measured matrix is Y_M = P + Q⁻¹Y. Also Y_M⁻¹ − S = Y_M⁻¹(1 − Y_M S), so

Y_a + P = (1 − Y_M S)⁻¹ Y_M.

Using Q⁻¹YS = Q⁻¹(Q−1) = 1 − Q⁻¹,

1 − Y_M S = Q⁻¹ − PS = Q⁻¹D,  D = 1 − QPS.

Thus Y_a + P = D⁻¹(QP + Y). Subtracting P + Y = D⁻¹D(P+Y) gives

Y_a − Y = D⁻¹[YSP + (1+YS)PS(P+Y)].

To first order in S the errors are

Y_a − Y ≈ PSY + YSP + PSP
Y_b − Y ≈ PSY + YSP.

The extra PSP does not contain the transistor. It is the lead drop wrongly assigned to pad current, which in reality never passes through the leads. The first form needs both PS and YS to be small. At 40 GHz, 56.4 mS times 11.3 Ω already gives 0.64 for a typical part of YS, so the full formula must then be used for Y_a.

**Transconductance**

The difference Y21 − Y12 measures nonreciprocity. Under Y → KYKᵀ the antisymmetric part of a 2×2 matrix is multiplied by det K:

(Y21−Y12)_b = det K (Y21−Y12).

To first order det K = 1 + tr(PS). For small losses the real part is 1 − ω² tr(CL), where C and L are the capacitance and inductance matrices in P and S. The relative error of gm is then about −(f/f0)², with

(2πf0)⁻² = tr(CL).

The example has C1, C2, C3 = 40, 45, 2 fF; L1, L2, L3 = 40, 35, 5 pH; and R1, R2, R3 = 0.50, 0.40, 0.10 Ω. The trace is

42·45 − 2·(2·5) + 47·40 = 3750 fF·pH,

so f0 = 82 GHz. The estimate is −1.5 % at 10 GHz and −23.7 % at 40 GHz.

The recovered values at 40 GHz come from |det K| = 0.777. The extraction also multiplies by |1+jωRiCgs|, with the wrong Ri and Cgs. This factor is 1.0003 instead of 1.0013, a change of −0.1 %. The result is gm = 46.6 mS instead of 60 mS, an error of −22.4 %.

The swapped subtraction gives 52.0 mS, or −13.3 %. The reason can be traced. Adding a symmetric matrix leaves Y21−Y12 unchanged, and inversion divides it by minus the determinant. The path from Y to Y_M therefore divides it by det Y · det(S+Y⁻¹) = det Q. Removing S from Y_M divides it by det(1 − Y_M S) = det D/det Q. The product of the two divisors is det D, so

(Y21−Y12)_a = (Y21−Y12)/det D,  D = 1 − PS − YSPS.

The new term adds tr(YSPS) to the relative change at leading order. Its gate part is the product of j56.4 mS, j10.6 mS and (j11.3 Ω)², which is +0.076. The drain part is similarly +0.023. With the off-diagonal parts the real part of the trace is 0.089. The two schemes differ by 9.1 points in gm, from two sources. Without the new term the factor would be 1/|det(1−PS)| = 0.800 instead of |det(1+PS)| = 0.777, a second-order difference of about 2 points. The term YSPS then raises it to 1/|det D| = 0.868, about 7 points more.

**Why the charging resistance fails first**

Ri is read from a small real part beside a large capacitive one. Take first Z3 = 0 and C3 = 0. Then K is diagonal with entries ki = 1 + jωRiCi − ω²LiCi, where Ri with i = 1, 2 denotes the lead resistances R1 and R2. Short-open gives

(Y11+Y12)_b = k1²(Ygs + jωCgd) − k1k2 jωCgd
= k1²Ygs + k1(k1−k2)jωCgd.

At low frequency Ygs = jωCgs + ω²Ri Cgs², where Ri is again the charging resistance. The factor k1² contributes 2jωR1C1, and its product with jωCgs is real and negative. Collecting the real terms of order ω²,

Re(Y11+Y12)_b = ω²[Ri Cgs² − 2R1C1Cgs − Cgd(R1C1−R2C2)].

Since Re(1/y) = Re y/|y|² and |y|² → ω²Cgs², the powers of ω cancel:

Ri,b → Ri − 2R1C1/Cgs − (Cgd/Cgs²)(R1C1−R2C2).

The error survives as f → 0. Here R1C1 = 20 fs and R2C2 = 18 fs, giving 1 − 0.200 − 0.001 = 0.799 Ω, as computed at 0.5 GHz.

The common source lead and the pad-to-pad capacitance bring in the transconductance. They produce an off-diagonal element

K12 = P11S12 + P12S22 = jω(C1+C3)Z3 − jωC3(Z2+Z3) = jω(C1Z3 − C3Z2),

which adds K12(Y12+Y21+Y22) to Y11+Y12 to first order in PS. At order ω² its inductive real part is −ω²(C1L3−C3L2)(gm+gds). The partner element K21 = jω(C2Z3 − C3Z1) adds K21Y11 at the same order in ω; it is worth −0.02 Ω in Ri here and is dropped below. The diagonal resistive time becomes T = C1(R1+R3) + C3R1. Keeping the two largest terms,

Ri,b ≈ Ri − 2T/Cgs − (gm+gds)(C1L3−C3L2)/Cgs².

With all elements present, T = 25 fs and C1L3−C3L2 = 200 − 70 = 130 fF·pH. The estimate is 1 − 0.25 − 0.20 = 0.55 Ω, against 0.532 Ω computed at 10 GHz. Without the source lead it is 1 − 0.21 + 0.11 = 0.90 Ω, against 0.915 Ω. Without C3 as well it is 0.80 Ω, against 0.808 Ω. The source lead lowers the apparent resistance and C3 raises it, because they enter K12 with opposite signs.

The swapped scheme gives Ri = 0.53, 0.63 and 1.11 Ω at 10, 20 and 40 GHz. Its error changes sign between the last two, so a nearly correct Ri at one frequency proves nothing.

**Delay and output conductance**

In short-open the low-frequency phase of det K adds ω times the trace of the resistive part of PS, here 25.0 + 23.3 = 48.3 fs. Since τ carries a minus sign, this lowers τ by 48 fs. The extraction then corrects for the control voltage with RiCgs, which has fallen from 200 fs to 0.532·197 = 105 fs. This raises τ by 95 fs. The net shift is about +47 fs; the computed τ at 10 GHz is 1.046 ps instead of 1.000 ps. The delay error is thus mainly an echo of the resistance error.

At 40 GHz short-open returns gds = 1.68 mS instead of 3.00 mS. Two terms dominate. The factor K22² ≈ 0.78 removes 0.67 mS. The product K22Y21K21, with K21 = −0.0092 + 0.0009j, removes another 0.45 mS: the source lead turns a little transconductance into negative output conductance, and C3 offsets part of this. Most of the remainder, 0.20 mS, comes from the small imaginary part of K22², set by the lead resistance, acting on the output susceptance.

**Gains that conceal the error**

For diagonal K, Y21 is multiplied by k1k2 and Y11 by k1². The current gain h21 = Y21/Y11 changes only by k2/k1. In the example the diagonal elements are nearly equal, 0.881 and 0.882, and |h21| at 40 GHz is 1.097 instead of 1.099, although gm and Cgs are both more than 20 % low. The swapped scheme gives 1.144.

Mason's unilateral gain is

U = |Y21−Y12|²/(4 det G),  G = Re Y, element by element.

For lossless pads and leads K is real. Numerator and denominator of U are then both multiplied by (det K)², so short-open leaves U unchanged. The swapped scheme does too. Subtracting an imaginary symmetric matrix changes neither Y21−Y12 nor G. For an inversion, 2 Re(Y⁻¹) = Y⁻¹(Y+Y*)(Y*)⁻¹, where the star denotes element-wise conjugation, so det G is divided by |det Y|², just like |Y21−Y12|². With all lead resistances set to zero and the other settings held fixed, all three schemes give U = 118.7 at 40 GHz.

With the lead resistances restored, the correct value is still 118.7. The swapped scheme gives 120.5, but short-open gives 203.8, which is 72 % too high. A plausible current gain or unilateral gain therefore does not establish that the order was right.

**Stability of the correct scheme**

Differentiating Y = (A⁻¹−S)⁻¹ at fixed dummies gives δY = YA⁻¹ δY_M A⁻¹Y. With A⁻¹ = S + Y⁻¹ this becomes

δY = (1+YS) δY_M (1+SY).

The conversion from scattering data adds its own factor. Writing Y_M = (1/Z0)[2(1+s)⁻¹ − 1],

δY_M = −(2/Z0)(1+s)⁻¹ δs (1+s)⁻¹.

This factor is large when s has an eigenvalue near −1, that is, when the measured structure looks like a short. It must be read together with 1+YS. Since (1+s)⁻¹ = (1+Z0Y_M)/2 and (1+YS)(S+Y⁻¹)⁻¹ = Y,

δY = −(1/(2Z0)) [(1+YS)(1+Z0P) + Z0Y] δs [(1+Z0P)(1+SY) + Z0Y].

A near-short caused by resonance of the leads with the transistor therefore inflates δY_M but not δY. In the example such a resonance lies near 51 GHz. For the same δs11, δY_M is about 18 times larger there than at 40 GHz, while δY grows by less than 30 %. At 40 GHz an error of magnitude 0.005 in s11 of the device, at the worst of the sampled phases for each parameter, changes gm by 0.8 %, Cgs by 0.9 % and Ri by 0.18 Ω.

Low frequency is no refuge for Ri. A gate leakage conductance g parallel to Cgs adds g/(ωCgs)² to the apparent resistance if g ≪ ωCgs. For 10 µS this is 0.004 Ω at 40 GHz but 25 Ω at 0.5 GHz.

**Comparison with real devices**

The parameters are round values in the rough regime of a gallium nitride transistor with 0.2 mm gate width: 300 mS/mm and 1 pF/mm for gm and Cgs. One result shows what the model lacks. In this model U = gm²/(4ω²Cgs²Ri gds), which would reach unity near 436 GHz. Unity current gain lies near 44 GHz. The figure of 436 GHz is optimistic for a complete transistor, because the gate metal and contact resistances have been left out. With the values added below, U at 100 GHz falls from 19.0 to 1.7.

The short dummy does not remove those resistances. Adding 1, 3 and 2 Ω at gate, drain and source inside the device shifts the correctly de-embedded values at 40 GHz by −11 % in gm, −9 % in Cgs and +2.95 Ω in Ri. This is the largest neglected effect among those sized at 40 GHz, and it needs a separate extraction.

The remaining effects were varied one at a time at 40 GHz:

- Inductive straps of 2 pH in the short shift gm by −3.7 %, because too much lead inductance is subtracted.
- Capacitance spread along the gate and drain leads, as for a 70 Ω line, shifts gm by +1.9 %. One lumped pad cannot represent it.
- A stray 1 fF between gate and drain in the open shifts gm by +0.5 %.
- At 20 V and 40 mA, with 75 K/W, the channel warms by 60 K. If the leads warmed fully with it, while the dummies stayed cold, Ri would rise by 0.16 Ω. This assumes that the lead resistance grows by 0.4 % per kelvin.

Heating also changes the transistor itself. The extracted parameters belong to the bias and temperature of the measurement.

**Failure modes in use**

The order must follow the layout: remove the outermost element first. If substantial capacitance lies on both sides of the leads, neither order is exact, and a further dummy or a distributed model is needed.

A useful symptom is drift with frequency. In the example, short-open gives Cgs = 197, 188 and 154 fF at 10, 20 and 40 GHz, where the true value is constant. Imperfect dummies and distributed leads can cause drift too, so this is a warning and not a diagnosis. A decisive check of an implementation is a synthetic circuit with known, unequal pads and leads, a source lead and a nonreciprocal device: the correct scheme must return the parameters put in. The numerical output below lists the matrices at 40 GHz for such a check.

Values computed for the example and the checks

```
Pads C1, C2, C3 (fF): 40.0 45.0 2.0
Leads L1, L2, L3 (pH): 40.0 35.0 5.0
Leads R1, R2, R3 (ohm): 0.50 0.40 0.10
Reference impedance (ohm): 50
Matrices at 40 GHz, order 11 12 21 22
s device: -0.8368-0.1729j +0.0738-0.0484j +0.9145+0.4432j -0.3826-0.5976j
s open: +0.5642-0.8247j +0.0326+0.0201j +0.0326+0.0201j +0.4827-0.8749j
s short: -0.8500+0.4669j +0.0303+0.0482j +0.0303+0.0482j -0.8780+0.4220j
YM (mS): +31.5865+152.6046j -2.2649-16.3906j +148.5836-119.2465j -3.8408+41.5479j
YO (mS): -0.0000+10.5558j -0.0000-0.5027j -0.0000-0.5027j +0.0000+11.8124j
YSh (mS): +4.6727-78.8637j -0.2522+10.7087j -0.2522+10.7087j +4.9250-88.8184j
S (ohm): +0.6000+11.3097j +0.1000+1.2566j +0.1000+1.2566j +0.5000+10.0531j
Y recovered (mS): +2.5203+56.4220j -0.0000-6.2832j +57.2204-24.0808j +3.0000+18.8496j
K = 1+PS: +0.8812+0.0063j -0.0082+0.0008j -0.0092+0.0009j +0.8819+0.0059j
det K: +0.7770+0.0107j, modulus 0.7771
f0 of the quadratic gm error (GHz): 82.19
Estimate -(f/f0)^2 at 10, 20, 40 GHz (%): -1.48 -5.92 -23.69
Columns: gm mS, Cgs fF, Cgd fF, Ri ohm, tau ps, gds mS, Cds fF
open-short 40 GHz      60.000  200.000   25.000    1.000    1.000    3.000   50.000
swapped 10 GHz         59.130  196.858   24.803    0.530    1.054    2.905   49.162
short-open 10 GHz      59.112  197.121   24.788    0.532    1.046    2.909   49.524
swapped 20 GHz         56.868  187.899   24.307    0.633    1.061    2.632   45.749
short-open 20 GHz      56.487  188.023   24.181    0.548    1.047    2.642   47.060
swapped 40 GHz         52.040  165.009   23.215    1.107    1.082    1.679   34.313
short-open 40 GHz      46.581  153.781   21.780    0.613    1.051    1.675   37.829
Relative errors in %, same columns
swapped 10 GHz         -1.451   -1.571   -0.787  -46.977    5.419   -3.183   -1.676
short-open 10 GHz      -1.480   -1.439   -0.850  -46.789    4.644   -3.035   -0.952
swapped 20 GHz         -5.221   -6.051   -2.771  -36.674    6.080  -12.253   -8.503
short-open 20 GHz      -5.855   -5.988   -3.277  -45.245    4.722  -11.921   -5.880
swapped 40 GHz        -13.267  -17.495   -7.141   10.700    8.246  -44.029  -31.374
short-open 40 GHz     -22.364  -23.109  -12.880  -38.748    5.079  -44.166  -24.343
Gains at 40 GHz: |h21|, Mason U (both dimensionless)
open-short              1.099  118.736
swapped                 1.144  120.535
short-open              1.097  203.765
Mason U, lossless leads, all three orders: 118.736
Ri by short-open at 10 GHz (ohm): full, no source lead, also no C3: 0.532 0.915 0.808
Ri by short-open at 0.5 GHz, no source lead, no C3 (ohm): 0.7988
Bias 20 V, 40 mA, 75 K/W: rise 60 K; lead tempco 0.004 per K
Neglected effects at 40 GHz: change of gm %, Cgs %, Ri ohm
  contacts Rg,Rd,Rs = 1,3,2 ohm: -11.45 -8.51 +2.9507
  distributed leads, 70 ohm line: +1.85 +2.13 -0.0006
  stray 1 fF g-d in open: +0.46 +0.26 -0.0530
  straps of 2 pH in short: -3.66 -2.75 +0.0785
  leads warmed by full rise: -0.17 -0.07 +0.1577
  gate leakage 10 uS: +0.00 +0.00 +0.0039
  s11 error 0.005, worst phase (absolute): 0.76 0.91 0.1794
```
